# Exchange in singlet and triplet excitons from one spatial transition

Light lifts an electron from a filled orbital \(\phi_i\) to an empty orbital \(\phi_a\). In space there is one such transition. With spin there are four, because the promoted electron may arrive with spin up or down, and the electron missing from \(\phi_i\) may be the up or the down one. If electron and hole did not interact, all four would cost the orbital energy difference. The interaction splits them into one level and a group of three. What sets the distance between them, and why does the exchange integral count twice in one level and not at all in the other?

## Setting and assumptions

Atomic units are used in the algebra. The orbitals \(\phi_i,\phi_a\) are real and orthonormal, and the same for both spins. In the reference state \(\phi_i\) holds two electrons and \(\phi_a\) none. No other orbital takes part, so mixing of \(i\to a\) with other transitions is left out. There is no spin-orbit coupling. For an interaction \(u\), write

\[
(pq|u|rs)=\iint \phi_p(\mathbf r)\phi_q(\mathbf r)\,u(\mathbf r,\mathbf r')\,\phi_r(\mathbf r')\phi_s(\mathbf r')\,d\mathbf r\,d\mathbf r' .
\]

Each side of the bar is a charge density. Two interactions occur: the bare Coulomb repulsion \(v=1/|\mathbf r-\mathbf r'|\), and a symmetric, static, spin-independent screened interaction \(W\).

The one-particle density matrix is \(P_{p\sigma,q\tau}=\langle c^\dagger_{q\tau}c_{p\sigma}\rangle\), where \(p,q\) are orbitals and \(\sigma,\tau\) spins. The electrons move in the mean field

\[
F_{p\sigma,q\tau}=\delta_{\sigma\tau}\Big[h_{pq}+\sum_{rs}(pq|v|rs)\sum_\kappa P_{s\kappa,r\kappa}\Big]-\sum_{rs}(ps|W|rq)\,P_{s\sigma,r\tau}. \tag{1}
\]

The first sum is the Hartree term, the electrostatic potential of the total density. It contains the bare \(v\), sums over spin, and acts equally on both spins. The last sum is screened exchange. It keeps both spin labels of \(P\), because exchange connects the two arguments of the density matrix without summing over them. Any fixed, spin-independent one-body term belongs to \(h\).

The Bethe-Salpeter equation is taken here in its static form: the linear response equation of the field (1), with \(W\) held fixed when \(P\) changes. The Tamm-Dancoff approximation keeps the excitation amplitudes \(i\to a\) and drops the de-excitation amplitudes \(a\to i\).

## Theorem

Let \(\varepsilon_i,\varepsilon_a\) be the orbital energies in the reference field, and define

\[
\Delta=\varepsilon_a-\varepsilon_i,\qquad D=(ii|W|aa),\qquad K=(ia|v|ia).
\]

Under the assumptions above, the four spin combinations of \(i\to a\) form one singlet and one triplet, with excitation energies

\[
\omega_S=\Delta-D+2K,\qquad \omega_T=\Delta-D\quad\text{(three times)}. \tag{2}
\]

\(D\) is the direct attraction between electron and hole, and \(K\) is the exchange integral. The name can mislead: \(K\) enters (2) through the Hartree term of (1), while \(D\) comes from the exchange term.

## Lemma 1: the equation for the amplitudes

*Let \(X_{\sigma\sigma'}=\delta P_{a\sigma,i\sigma'}\) be a small change of the density matrix oscillating as \(e^{-i\omega t}\). Then*

\[
\omega X_{\sigma\sigma'}=\Delta X_{\sigma\sigma'}+\delta F_{a\sigma,i\sigma'} . \tag{3}
\]

**Proof.** Each occupied spin orbital \(\psi\) obeys \(i\,\partial_t\psi=F\psi\). Since \(P=\sum\psi\psi^\dagger\) over occupied spin orbitals, the product rule gives \(i\,\dot P=FP-PF\).

In the reference, \(P^0\) is one on the two diagonal places \(i\!\uparrow\), \(i\!\downarrow\) and zero elsewhere. The orbitals diagonalize the field \(F^0=F[P^0]\), with eigenvalues \(\varepsilon_i,\varepsilon_a\). Put \(P=P^0+\delta P\) and keep first-order terms:

\[
i\,\delta\dot P=F^0\delta P-\delta P\,F^0+\delta F\,P^0-P^0\,\delta F .
\]

Take the element \((a\sigma,i\sigma')\). The first two terms give \(\varepsilon_aX_{\sigma\sigma'}-X_{\sigma\sigma'}\varepsilon_i\). In the third, \(P^0\) stands on the right and acts on the occupied \(i\sigma'\), which gives \(\delta F_{a\sigma,i\sigma'}\). In the fourth, \(P^0\) acts on the empty \(a\sigma\) and gives zero. The left side is \(\omega X_{\sigma\sigma'}\). ∎

The elements of \(\delta P\) within \(i\) or within \(a\) vanish at first order. Since \(P\) projects on the occupied spin orbitals, \(P^2=P\), and so \(\delta P=P^0\delta P+\delta P\,P^0\). Between two \(i\) labels this reads \(\delta P=2\,\delta P\), and between two \(a\) labels \(\delta P=0\). The elements \(\delta P_{i\sigma',a\sigma}\) are the de-excitation amplitudes dropped for now.

## Lemma 2: the induced field

*In the Tamm-Dancoff approximation*

\[
\delta F_{a\sigma,i\sigma'}=\delta_{\sigma\sigma'}K\sum_\kappa X_{\kappa\kappa}-D\,X_{\sigma\sigma'} . \tag{4}
\]

**Proof.** Set \(p=a\), \(q=i\) in (1) and replace \(P\) by \(\delta P\). The nonzero elements have \(s=a\) and \(r=i\). The Hartree term becomes

\[
\delta_{\sigma\sigma'}\,(ai|v|ia)\sum_\kappa\delta P_{a\kappa,i\kappa}=\delta_{\sigma\sigma'}K\sum_\kappa X_{\kappa\kappa},
\]

because real orbitals may be exchanged within a charge density. The exchange term becomes \(-(aa|W|ii)\,\delta P_{a\sigma,i\sigma'}=-D\,X_{\sigma\sigma'}\), because \(W\) is symmetric. ∎

Physically, the sloshing charge \(\phi_i\phi_a\) makes an electrostatic field, and this field drives the transition again. An up-spin transition drives up and down transitions equally, since the field does not ask which spin produced it. It cannot turn a spin over, so spin-flip amplitudes neither make it nor feel it.

## Proof of the energies

Insert (4) in (3) and order the amplitudes as \(\uparrow\uparrow,\downarrow\downarrow,\uparrow\downarrow,\downarrow\uparrow\). The first arrow is the spin of the electron in \(a\), and the second is the spin of the electron removed from \(i\). The equation is \(\omega X=HX\) with

\[
H=\begin{pmatrix}
\Delta-D+K & K & 0&0\\
K&\Delta-D+K&0&0\\
0&0&\Delta-D&0\\
0&0&0&\Delta-D
\end{pmatrix}. \tag{5}
\]

The last two amplitudes are already uncoupled and have energy \(\Delta-D\). In the upper block, apply the matrix to \((1,\pm1)/\sqrt2\). The first component of the result is

\[
\frac{1}{\sqrt2}\big[(\Delta-D+K)\pm K\big],
\]

and the second is \(\pm1\) times the first. Both vectors are therefore eigenvectors. The plus sign gives \(\Delta-D+2K\): one \(K\) from each transition acting on itself, one from its partner of the other spin. The minus sign gives \(\Delta-D\): the two contributions cancel.

A single spin-conserving pair, \(\uparrow\uparrow\) or \(\downarrow\downarrow\), is not an eigenstate when \(K\neq0\). Its mean energy \(\Delta-D+K\) lies midway between the two levels. The two spin-flip pairs are eigenstates as they stand. ∎

It remains to show which eigenvector has which spin.

## Lemma 3: the spins

*Let \(|0\rangle=c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}|\text{vac}\rangle\) and \(|\sigma\sigma'\rangle=c^\dagger_{a\sigma}c_{i\sigma'}|0\rangle\). Then \((|\!\uparrow\uparrow\rangle+|\!\downarrow\downarrow\rangle)/\sqrt2\) is a singlet. The states \((|\!\uparrow\uparrow\rangle-|\!\downarrow\downarrow\rangle)/\sqrt2\), \(|\!\uparrow\downarrow\rangle\) and \(|\!\downarrow\uparrow\rangle\) are triplet components with \(M=0,+1,-1\).*

**Proof.** First, these states carry the amplitudes used above. For \(|0\rangle+\sum\eta_{\sigma\sigma'}|\sigma\sigma'\rangle\) with small \(\eta\), the part of \(\langle c^\dagger_{i\sigma'}c_{a\sigma}\rangle\) linear in \(\eta\) is \(\eta_{\sigma\sigma'}\), so \(X_{\sigma\sigma'}=\eta_{\sigma\sigma'}\).

The spin operators are

\[
S_z=\tfrac12\sum_p\big(c^\dagger_{p\uparrow}c_{p\uparrow}-c^\dagger_{p\downarrow}c_{p\downarrow}\big),\qquad S_+=\sum_p c^\dagger_{p\uparrow}c_{p\downarrow},
\]

with \(S_-=S_+^\dagger\) and \(S^2=S_-S_++S_z^2+S_z\). Removing a down electron raises \(M\) by one half, so \(|\!\uparrow\downarrow\rangle\) has \(M=\tfrac12+\tfrac12=1\). Likewise \(|\!\downarrow\uparrow\rangle\) has \(M=-1\), and the other two have \(M=0\).

The anticommutation rules give

\[
[S_+,c^\dagger_{a\downarrow}]=c^\dagger_{a\uparrow},\qquad [S_+,c_{i\uparrow}]=-c_{i\downarrow},\qquad [S_+,c^\dagger_{a\uparrow}]=[S_+,c_{i\downarrow}]=0 .
\]

The minus sign arises from moving an annihilator past a creator. Also \(S_+|0\rangle=0\), because \(i\!\uparrow\) is already full. Moving \(S_+\) to the right until it meets \(|0\rangle\) gives

\[
S_+|\!\uparrow\uparrow\rangle=-|\!\uparrow\downarrow\rangle,\quad
S_+|\!\downarrow\downarrow\rangle=|\!\uparrow\downarrow\rangle,\quad
S_+|\!\uparrow\downarrow\rangle=0,\quad
S_+|\!\downarrow\uparrow\rangle=|\!\uparrow\uparrow\rangle-|\!\downarrow\downarrow\rangle .
\]

The four states are orthonormal and \(S_-\) does not lead out of their span. Its action follows by transposing these matrix elements:

\[
S_-|\!\uparrow\downarrow\rangle=-|\!\uparrow\uparrow\rangle+|\!\downarrow\downarrow\rangle,\qquad
S_-|\!\uparrow\uparrow\rangle=|\!\downarrow\uparrow\rangle,\qquad
S_-|\!\downarrow\downarrow\rangle=-|\!\downarrow\uparrow\rangle .
\]

Now evaluate \(S^2\) on each state.

- Plus combination: \(S_+\) gives zero and \(M=0\), so \(S^2=0\).
- Minus combination: \(S_+\) gives \(-\sqrt2\,|\!\uparrow\downarrow\rangle\), and \(S_-\) turns this into \(\sqrt2(|\!\uparrow\uparrow\rangle-|\!\downarrow\downarrow\rangle)\), twice the original state. So \(S^2=2\).
- \(|\!\uparrow\downarrow\rangle\): \(S_+\) gives zero, and \(M^2+M=2\).
- \(|\!\downarrow\uparrow\rangle\): \(M^2+M=0\), and \(S_-(|\!\uparrow\uparrow\rangle-|\!\downarrow\downarrow\rangle)=2|\!\downarrow\uparrow\rangle\), so \(S^2=2\).

The value \(S(S+1)=2\) means \(S=1\). With the energies found above, this proves the theorem. ∎

The plus sign in the singlet agrees with the familiar antisymmetric spin function of two electrons. Written with creators alone,

\[
|\!\uparrow\uparrow\rangle=c^\dagger_{a\uparrow}c^\dagger_{i\downarrow}|\text{vac}\rangle,\qquad
|\!\downarrow\downarrow\rangle=-c^\dagger_{a\downarrow}c^\dagger_{i\uparrow}|\text{vac}\rangle .
\]

The second minus sign appears because \(c_{i\downarrow}\) must pass \(c^\dagger_{i\uparrow}\) to reach its partner. The sum is thus the difference of the two arrangements of electron spins.

## Remark 1: the factor two as an electrostatic energy

The spin-summed density that oscillates is \(\phi_i\phi_a\sum_\kappa X_{\kappa\kappa}\). For the normalized singlet the sum is \(1/\sqrt2+1/\sqrt2=\sqrt2\). For each triplet component it is zero. The Coulomb interaction of \(\sqrt2\,\phi_i\phi_a\) with itself is \((\sqrt2)^2K=2K\). The same sum multiplies the electric dipole integral between \(\phi_i\) and \(\phi_a\), so in this model a spin-independent light field does not excite the triplet.

The sign of \(K\) follows from \(v=\int\frac{d\mathbf q}{(2\pi)^3}\frac{4\pi}{q^2}e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}\). With \(\tilde\rho(\mathbf q)=\int e^{-i\mathbf q\cdot\mathbf r}\phi_i\phi_a\,d\mathbf r\),

\[
K=\frac{1}{2\pi^2}\int\frac{|\tilde\rho(\mathbf q)|^2}{q^2}\,d\mathbf q>0
\]

unless \(\phi_i\phi_a\) vanishes everywhere. The singlet therefore lies above the triplet by \(2K\). If electron and hole occupy regions that do not overlap, then \(K\to0\) and the four states become degenerate.

## Remark 2: exchange hidden in the orbital gap

The triplet energy is free of \(K\) when measured from \(\Delta\). The gap itself may contain \(K\). Take \(W=v\), so that (1) is the Hartree-Fock field and \(D\) becomes \(J=(ii|v|aa)\). Let \(U=(ii|v|ii)\). Evaluating (1) in the reference state gives

\[
\varepsilon_i=h_{ii}+2U-U=h_{ii}+U,\qquad \varepsilon_a=h_{aa}+2J-K .
\]

Now treat the two electrons directly. The reference energy is \(E_0=2h_{ii}+U\). With one electron in each orbital, the spatial function is \([\phi_i(1)\phi_a(2)\pm\phi_a(1)\phi_i(2)]/\sqrt2\), plus for the singlet. Its cross terms contribute \(\pm K\) from the repulsion and nothing from \(h\), by orthogonality. Hence

\[
E_{S,T}=h_{ii}+h_{aa}+J\pm K. \tag{6}
\]

For the triplet, (2) gives

\[
\Delta-J=(h_{aa}+2J-K)-(h_{ii}+U)-J=h_{aa}-h_{ii}-U+J-K=E_T-E_0 .
\]

Adding \(2K\) gives \(E_S-E_0\). The patterns "\(+K\) and \(-K\)" and "\(2K\) and \(0\)" describe the same levels from different zeros of energy.

## Remark 3: beyond the Tamm-Dancoff approximation

Restore \(Y_{\sigma\sigma'}=\delta P_{i\sigma',a\sigma}\). In (1) these elements have \(s=i\), \(r=a\), and they add to (4)

\[
\delta_{\sigma\sigma'}K\sum_\kappa Y_{\kappa\kappa}-K_W\,Y_{\sigma'\sigma},\qquad K_W=(ia|W|ia).
\]

The equation for \(Y\) follows from the element \((i\sigma',a\sigma)\) of the commutator. There \(F^0\) gives \(-\Delta Y_{\sigma\sigma'}\), and now the term \(-P^0\delta F\) survives. The field element \(\delta F_{i\sigma',a\sigma}\) has the same form as before with \(X\) and \(Y\) interchanged. For the singlet, set \(X_{\uparrow\uparrow}=X_{\downarrow\downarrow}=x/\sqrt2\) and the same for \(Y\) with \(y\). For the \(M=0\) triplet, give the two spins opposite signs. For the spin-flip states, \(X_{\uparrow\downarrow}\) pairs with \(Y_{\downarrow\uparrow}\), and vice versa. In every case

\[
\omega x=Ax+By,\qquad -\omega y=Bx+Ay,
\]

\[
A_S=\Delta-D+2K,\quad B_S=2K-K_W,\qquad A_T=\Delta-D,\quad B_T=-K_W .
\]

The second equation gives \(y=-Bx/(\omega+A)\). Inserting this in the first gives \((\omega-A)(\omega+A)=-B^2\), so

\[
\omega=\sqrt{A^2-B^2}\qquad(A>|B|). \tag{7}
\]

An integral of exchange type, \(K_W\), thus reaches the triplet through the de-excitations, and the splitting is in general no longer \(2K\). If \(|B|>|A|\), then \(\omega^2=A^2-B^2\) is negative: the frequency is imaginary and the closed-shell reference is unstable in this mean field.

## Remark 4: unequal spins

The cancellation in the minus combination needs equal diagonal elements in (5). Suppose a spin-polarized environment shifts the value of \(\Delta-D\) to \(m+\delta\) for the up transition and \(m-\delta\) for the down transition, with \(K\) unchanged. The upper block then has the eigenvalues

\[
m+K\pm\sqrt{K^2+\delta^2}.
\]

For \(\delta=0\) these are \(m+2K\) and \(m\). For \(|\delta|\gg K\) they approach \(m+K\pm|\delta|\): the eigenstates become separate up and down transitions, each carrying one \(K\), and are no longer a singlet and a triplet.

## Example: the hydrogen molecule in a minimal basis

Take H\(_2\) at a bond length of 0.74 Å in the STO-3G basis. There are two spatial orbitals, an even one (\(i\)) and an odd one (\(a\)), and hence one transition. Two electrons in these orbitals have six states. Two are even, with both electrons in the same orbital. The other four are odd and are the states of the theorem. Each has its own pair \((S,M)\), so symmetry leaves it nothing to mix with. For \(W=v\) the energies (2) are therefore exact within this basis, measured from the Hartree-Fock determinant. So small a basis illustrates the spin structure; it does not predict measured excitation energies. The numbers below are far from converged. With \(W=v\) and all empty orbitals admitted, the Tamm-Dancoff triplet and bright singlet lie at 10.06 and 13.66 eV in the cc-pVTZ basis and at 9.99 and 12.75 eV in aug-cc-pVTZ, against 15.95 and 25.81 eV here. The exact two-electron solution in aug-cc-pVTZ puts them 10.60 and 12.74 eV above its ground state, a splitting of about 2.1 eV rather than 9.86 eV.

The computed integrals, in eV, are \(h_{ii}=-34.10\), \(h_{aa}=-12.93\), \(U=18.36\), \(J=18.06\) and \(K=4.93\). Results below are rounded after the calculation, so a last digit may differ by one from a sum of rounded terms. The orbital energies are

\[
\varepsilon_i=-34.10+18.36=-15.74,\qquad
\varepsilon_a=-12.93+2(18.06)-4.93=18.26,
\]

and \(\Delta=34.01\). Then

\[
\omega_T=34.01-18.06=15.95\ \text{eV},\qquad
\omega_S=15.95+2(4.93)=25.81\ \text{eV},
\]

or 0.586 and 0.948 hartree. In the matrix (5) the upper diagonal elements are 20.88 eV and the coupling is 4.93 eV; their sum and difference reproduce the two levels. The total electronic energies (6) are \(-28.97\pm4.93\), that is \(-24.04\) and \(-33.90\) eV. Subtracting the reference energy of \(-49.85\) eV gives 25.81 and 15.95 eV again. The numerical check tests these relations with a many-electron Hamiltonian built from creation and annihilation operators.

To see what screening does, replace \(W\) by the model \(\operatorname{erfc}(\mu r)/r\) with \(\mu=0.5\) Å\(^{-1}\). This is a chosen function, not the computed screening of H\(_2\). The attraction \(D\) falls from 18.06 to 10.74 eV, and \(\Delta\) falls from 34.01 to 26.90 eV. The two changes nearly cancel in \(\Delta-D\), and the levels move only to 16.16 and 26.02 eV. The reason lies in (1). With \(h\) held fixed, \(\varepsilon_i=h_{ii}+2U-(ii|W|ii)\) and \(\varepsilon_a=h_{aa}+2J-K_W\), so \(W\) enters \(\Delta-D\) only as \((ii|W|ii)-(ii|W|aa)-K_W\). Subtracting a constant from \(W\) lowers the first two integrals equally, because the orbitals are normalized, and leaves \(K_W\) unchanged, because they are orthogonal. The part removed here, \(\operatorname{erf}(\mu r)/r\), varies on the scale \(1/\mu=2\) Å, which exceeds the bond length: from its value at \(r=0\) it falls by about 4% at \(r=0.74\) Å and by about a quarter at \(r=2\) Å. Accordingly \(K_W\) falls by only 0.25 eV, to 4.68 eV. The gap change of 7.11 eV then means that \((ii|W|ii)\) falls by 7.36 eV, against 7.32 eV for \(D\), which leaves a net shift of \(-7.36+7.32+0.25=0.21\) eV. Near-constancy is not the whole reason. A pure constant equal to the value at \(r=0\) would lower both integrals by 8.12 eV; they depart from this by 0.76 and 0.80 eV, because the root-mean-square distance between the charges is about 1.2 Å, where the removed part has fallen by about 10%. The two departures nearly cancel because this distance is almost the same in both integrals, 1.16 and 1.19 Å. The near cancellation is a property of this model and of this compact molecule. The splitting remains 9.86 eV, equal to \(2K\), because \(K\) contains the bare interaction.

Including de-excitations by (7) changes this. For \(W=v\), \(K_W=K\), so \(B_S=4.93\) and \(B_T=-4.93\) eV. The levels drop to 25.33 and 15.16 eV, and the splitting grows to 10.17 eV. Here the Tamm-Dancoff values are the exact ones in the basis, relative to the Hartree-Fock determinant, and the added coupling moves the levels away from them. With the model \(W\), the levels are 25.50 and 15.47 eV, split by 10.03 eV. The rule "twice for the singlet, not at all for the triplet" thus belongs to the Tamm-Dancoff energies of a single, unmixed transition. When several empty orbitals take part, singlet and triplet mix them differently, and the splitting is no longer \(2K\) of the leading pair: for H\(_2\) with \(W=v\) in the cc-pVTZ basis the Tamm-Dancoff splitting is 3.60 eV, while \(2K\) for the lowest odd empty orbital is 2.25 eV.

## Computed values

```
H2, STO-3G, i = even orbital, a = odd orbital
bond length: 0.74 angstrom
one-electron energy h_ii: -34.1043 eV
one-electron energy h_aa: -12.9273 eV
repulsion (ii|v|ii): 18.3610 eV
orbital energy e_i: -15.7433 eV
orbital energy e_a: 18.2627 eV
orbital gap: 34.0060 eV
direct integral J = (ii|v|aa): 18.0605 eV
exchange integral K = (ia|v|ia): 4.9310 eV
K from Fourier integral: 4.9310 eV
Fock-space matrix minus reference energy, eV
order (electron spin, removed spin): up,up; dn,dn; up,dn; dn,up
  up,up:   20.8765    4.9310    0.0000    0.0000
  dn,dn:    4.9310   20.8765    0.0000    0.0000
  up,dn:    0.0000    0.0000   15.9455    0.0000
  dn,up:    0.0000    0.0000    0.0000   15.9455
Spin-adapted states: energy (eV), S^2, M, density weight
  singlet: 25.8075, 0.0, 0.0, 1.4142
  triplet M=0: 15.9455, 2.0, 0.0, 0.0000
  triplet M=+1: 15.9455, 2.0, 1.0, 0.0000
  triplet M=-1: 15.9455, 2.0, -1.0, 0.0000
singlet excitation energy: 0.9484 hartree
triplet excitation energy: 0.5860 hartree
singlet-triplet splitting: 9.8620 eV
twice K: 9.8620 eV
electronic energy of reference: -49.8475 eV
electronic energy of singlet: -24.0401 eV
electronic energy of triplet: -33.9021 eV
Bare W = v
  orbital gap: 34.0060 eV
  direct attraction D: 18.0605 eV
  K_W: 4.9310 eV
  Tamm-Dancoff singlet: 25.8075 eV
  Tamm-Dancoff triplet: 15.9455 eV
  Tamm-Dancoff splitting: 9.8620 eV
  de-excitation coupling, singlet: 4.9310 eV
  de-excitation coupling, triplet: -4.9310 eV
  singlet with coupling: 25.3320 eV
  triplet with coupling: 15.1639 eV
Model W = erfc(mu r)/r
  mu: 0.5000 1/angstrom
  orbital gap: 26.8961 eV
  direct attraction D: 10.7365 eV
  K_W: 4.6817 eV
  Tamm-Dancoff singlet: 26.0216 eV
  Tamm-Dancoff triplet: 16.1596 eV
  Tamm-Dancoff splitting: 9.8620 eV
  de-excitation coupling, singlet: 5.1803 eV
  de-excitation coupling, triplet: -4.6817 eV
  singlet with coupling: 25.5007 eV
  triplet with coupling: 15.4666 eV
```
